# Why a uniform double well does not fix the Curie temperature

**The argument under review.** The manuscript considers two variants of a hafnia-like ferroelectric for a memory capacitor. For each, the energy at zero temperature is computed with every cell carrying the same polarisation. The two double wells coincide, with a barrier of 40 meV per cell. The authors fit this curve to a Landau polynomial, convert the barrier to $U_0/k_B=464$ K, and conclude that the variants share one Curie temperature of about that size.

The computed curves may be perfectly sound. My question is whether they contain the information that the conclusion needs. I examine it in a model simple enough for part of the answer to be proved.

**Two materials with one uniform curve**

Let cell $i$ of a simple cubic lattice have polarisation $P_i=P_0s_i$, and take the classical energy

$$H=\sum_iU(s_i)+\frac J2\sum_{\langle ij\rangle}(s_i-s_j)^2,\qquad U(s)=U_0(s^2-1)^2 .$$

Each nearest-neighbour pair is counted once, boundaries are periodic, the applied field is zero, and $U_0,J>0$. In a uniform state every difference vanishes, so $H/N=U(s)$ for $N$ cells, whatever $J$ is. The barrier and the remanent polarisation are therefore common to all $J$.

So is the field for uniform switching. Between the two minima the slope $U'=4U_0s(s^2-1)$ has its largest magnitude at $s^2=1/3$, namely $8U_0/(3\sqrt3)$. A field $E$ adds $-EP_0a^3s$ per cell of edge $a$, hence

$$E_{\rm uni}=\frac{8U_0}{3\sqrt3\,P_0a^3}.$$

I use $U_0=40$ meV, $a=0.5$ nm and $P_0=50\ \mu$C/cm². Then $P_0a^3=6.25\times10^{-29}$ C m, the largest slope is 61.6 meV, and $E_{\rm uni}=1.58$ MV/cm. The "weak" material has $J=5$ meV and the "strong" one $J=20$ meV; everything else is held fixed.

A domain wall does distinguish them. A sharp wall between $s=-1$ and $s=+1$ costs $(J/2)2^2=2J$ per cell face. Let the two adjacent cells relax to $\mp(1-x)$. The central bond costs $2J(1-x)^2$, the two outer bonds together $Jx^2$, and the two wells $8U_0x^2$ to second order in $x$. Minimising the sum gives

$$x=\frac{2J}{8U_0+3J},\qquad E_{\rm wall}\simeq2J-\frac{4J^2}{8U_0+3J}.$$

This is 9.70 meV for the weak material and 35.8 meV for the strong one. Full relaxation of a chain of cells gives 9.69 and 35.31 meV, or 6.2 and 22.6 mJ/m². The missing information is thus already present at zero temperature, but in non-uniform states.

**The manuscript's Landau step**

The fitted polynomial begins $U=U_0-2U_0s^2+\dots$. Suppose, as the manuscript does, that the quadratic term is $\tfrac12\alpha(T-T_0)s^2$ down to zero temperature. Matching gives

$$\alpha T_0=4U_0 .$$

This is one equation for two unknowns. The uniform curve fixes the product, while the slope $\alpha$ must come from thermal fluctuations, whose cost depends on $J$.

Dimensional analysis says the same without assuming a linear coefficient. The Boltzmann weight depends on $U_0/k_BT$ and $J/k_BT$ alone, so any transition temperature has the form

$$k_BT_c=U_0\,\tau(J/U_0).$$

A proportionality between barrier and $T_c$ is justified within a family of materials at fixed $J/U_0$. The manuscript gives no evidence that its variants form such a family. It remains to show that $\tau$ really varies.

**A proved upper bound on the ordering temperature**

Expand the squares in $H$. Each cell has six bonds, each contributing $Js_i^2/2$, so

$$H=\sum_iV(s_i)-J\sum_{\langle ij\rangle}s_is_j,\qquad V(s)=U(s)+3Js^2 .$$

Let $m=N^{-1}\sum_is_i$. I call the material ordered if $\langle m^2\rangle$ stays above zero as $N\to\infty$. With $X=\sum_j\langle s_0s_j\rangle$, translation symmetry gives $\langle m^2\rangle=X/N$. A bound on $X$ independent of $N$ therefore excludes order.

*Four copies.* Take four independent copies $p_1,\dots,p_4$ of the lattice, and in every cell define $q_1,\dots,q_4$ by

$$\begin{aligned}p_1&=\tfrac12(q_1+q_2+q_3+q_4),&p_2&=\tfrac12(q_1+q_2-q_3-q_4),\\p_3&=\tfrac12(q_1-q_2+q_3-q_4),&p_4&=\tfrac12(q_1-q_2-q_3+q_4).\end{aligned}$$

This transformation is orthogonal (a single reflection), so $\sum_ap_a^2$ and the bond terms $\sum_ap_{a,i}p_{a,j}$ keep their form. In $\sum_ap_a^4$, terms containing an odd power of some but not all of the $q$'s cancel between the four rows. The product of the four signs is $+1$ in every row, so the term $q_1q_2q_3q_4$ survives with coefficient $24\times4/16=6$:

$$\sum_ap_a^4=\tfrac14\sum_aq_a^4+\tfrac32\sum_{a<b}q_a^2q_b^2+6q_1q_2q_3q_4 .$$

Consider $\langle q_{1,i}q_{2,j}q_{3,k}q_{4,l}\rangle$ for any four cells. Replace $q_1$ by $-q_1$ everywhere. The bond terms do not change, the average acquires a minus sign, and the weight now contains $\exp(+6U_0q_1q_2q_3q_4/k_BT)$ in each cell. Expand this factor and the bond factors $\exp(Jq_{a,i}q_{a,j}/k_BT)$ in powers. All coefficients are positive, and the remaining one-cell weight is even in each $q_a$, so every integral is zero or positive. The expansion may be integrated term by term, because the full quartic energy still dominates at large $q$ for either sign of the product. Hence

$$\langle q_{1,i}q_{2,j}q_{3,k}q_{4,l}\rangle\le0 .$$

Now express this average through the original cells. Different $q_a$ are uncorrelated in pairs because the transformation is orthogonal, so the average equals its joint fourth cumulant. Cumulants of independent copies add, each copy contributing $(1/2)^4$ with sign $+1$. The average is thus one quarter of the cumulant of $s$, and

$$\langle s_is_js_ks_l\rangle\le\langle s_is_j\rangle\langle s_ks_l\rangle+\langle s_is_k\rangle\langle s_js_l\rangle+\langle s_is_l\rangle\langle s_js_k\rangle .\tag{1}$$

*Switching on the coupling.* Multiply the term $-J\sum s_is_j$ by $\lambda$, keeping $V$ fixed. Differentiating the thermal average and using (1),

$$\begin{aligned}\frac{dX}{d\lambda}&=\frac J{k_BT}\sum_j\sum_{\langle kl\rangle}\big[\langle s_0s_js_ks_l\rangle-\langle s_0s_j\rangle\langle s_ks_l\rangle\big]\\&\le\frac J{k_BT}\sum_j\sum_{\langle kl\rangle}\big[\langle s_0s_k\rangle\langle s_js_l\rangle+\langle s_0s_l\rangle\langle s_js_k\rangle\big]=\frac{6J}{k_BT}X^2 .\end{aligned}$$

In the last step the two terms run over both orientations of each bond. The sum over $j$ gives one factor $X$, the six neighbours of $k$ give the 6, and the sum over $k$ gives the other $X$. Thus $d(1/X)/d\lambda\ge-6J/k_BT$. At $\lambda=0$ the cells are independent and $X=\langle s^2\rangle_0$, the average for one cell in $V$. Integrating to $\lambda=1$,

$$\frac1X\ge\frac1{\langle s^2\rangle_0}-\frac{6J}{k_BT}.\tag{2}$$

There is no order when the right side is positive. The limiting case is the mean-field condition

$$6J\langle s^2\rangle_0=k_BT_{\rm MF}.\tag{3}$$

*One root.* Write $V=U_0s^4-cs^2+$ const with $c=2U_0-3J$. For $c\ge0$ put $s=(k_BT)^{1/4}y$. Then $\langle s^2\rangle_0/k_BT=(k_BT)^{-1/2}\langle y^2\rangle$ with weight $\exp(-U_0y^4+cy^2/\sqrt{k_BT})$, and neither factor increases on heating. For $c<0$ put $s=(k_BT)^{1/2}y$. The ratio is then $\langle y^2\rangle$ with weight $\exp(-U_0k_BT\,y^4-|c|y^2)$, which also falls. In both cases $6J\langle s^2\rangle_0/k_BT$ starts above 1 at low temperature (for $c<0$ its limit is $6J/(6J-4U_0)$) and tends to zero at high temperature. Equation (3) has one root, and the material is disordered at every $T>T_{\rm MF}$.

**What the barrier can and cannot do**

The bound can be read more closely. Integrating the derivative of $s\,e^{-V/k_BT}$ over all $s$ gives zero, so $\langle sV'\rangle_0=k_BT$, or

$$4U_0\big(\langle s^4\rangle_0-\langle s^2\rangle_0\big)+6J\langle s^2\rangle_0=k_BT .$$

At $T_{\rm MF}$, condition (3) cancels the last term against the right side, leaving $\langle s^4\rangle_0=\langle s^2\rangle_0$. A variance is not negative, so $\langle s^4\rangle_0\ge\langle s^2\rangle_0^2$ and therefore $\langle s^2\rangle_0\le1$. Inequality (1) for a single cell reads $\langle s^4\rangle_0\le3\langle s^2\rangle_0^2$ and gives $\langle s^2\rangle_0\ge1/3$. Hence

$$2J\le k_BT_{\rm MF}\le6J .\tag{4}$$

For this model, raising the barrier without limit cannot lift $T_c$ above $6J/k_B$. The well decides where $T_{\rm MF}$ lies within a factor of three; the scale is set by $J$.

Both ends of the range have a simple meaning. When $J\ll U_0$, the thermal energy at $T_{\rm MF}$ is far below the barrier. The cells sit near $s=\pm1$, $\langle s^2\rangle_0\to1$, and $k_BT_{\rm MF}\to6J$. This is the order-disorder limit. When $J\gg U_0$, the quartic energy is small compared with $k_BT_{\rm MF}$, the one-cell distribution becomes Gaussian, $\langle s^2\rangle_0\to1/3$, and $k_BT_{\rm MF}\to2J$. This is the displacive limit.

The manuscript's inference can now be refuted directly. Take any temperature $T^*$ at which some material of this family is ordered. By (4), a material with the same $U(s)$ and $J<k_BT^*/6$ is disordered there. The two have different ordering temperatures and identical uniform curves.

**Numbers for the two materials**

One-cell quadrature at the root of (3) gives $\langle s^2\rangle_0=0.6756$ for the weak material and $0.4838$ for the strong one. Therefore

$$\begin{aligned}\text{weak:}\quad&k_BT_{\rm MF}=6(5)(0.6756)=20.27\ \text{meV},&T_{\rm MF}&=235\ \text{K},\\\text{strong:}\quad&k_BT_{\rm MF}=6(20)(0.4838)=58.05\ \text{meV},&T_{\rm MF}&=674\ \text{K}.\end{aligned}$$

These are upper bounds. To locate the transitions I use Monte Carlo sampling of periodic lattices with $L^3$ cells, $L=4$ and 8, and the Binder cumulant

$$B_L=1-\frac{\langle m^4\rangle}{3\langle m^2\rangle^2}.$$

Deep in the ordered phase $m$ is close to $\pm m_0$, so $B_L\to2/3$. Well above the transition $m$ is a sum over many weakly correlated regions and becomes Gaussian, so $\langle m^4\rangle=3\langle m^2\rangle^2$ and $B_L\to0$. The larger lattice approaches both limits more closely, and the crossing of the two curves estimates $T_c$.

For the weak material, $B_8-B_4$ is $0.580-0.516=0.064$ at 183.4 K and $0.362-0.431=-0.069$ at 192.9 K. Linear interpolation gives

$$T_c\simeq183.4+9.5\times\frac{0.064}{0.133}=188\ \text{K}.$$

For the strong material the cumulants nearly coincide at 525.5 K, at 0.455 and 0.453, and the crossing is at 526 K. The statistical errors, from omitting one replica at a time, are 0.6 and 3.6 K. They do not cover the shift due to the small lattices or the interpolation. With $L=6$ and 12, located by histogram reweighting instead of linear interpolation, the crossings lie at about 187 and 525 K, roughly 1 K lower, and I would quote these values. As a check on the sampling, the identity $\langle s_i\,\partial H/\partial s_i\rangle=k_BT$ holds within 0.5% when averaged over each temperature scan, though single temperatures deviate by up to 3.3%.

The separation does not hinge on these refinements. The weak material is proved to be disordered above 235 K, and the simulated transition of the strong one lies nearly 300 K higher. The manuscript's 464 K falls between the two transitions and describes neither.

A fourfold coupling raises the simulated $T_c$ by a factor of 2.8. For the mean-field bound the shortfall is explained by (3): the ratio is $4\times0.4838/0.6756=2.86$, because the strong material, with its larger $J/U_0$, lies nearer the displacive limit, where $\langle s^2\rangle_0$ at the bound tends to $1/3$. The simulated ratio lies close to this value.

At 300 K the difference is plain. In the strong material the mean $|P|$ is 42.5 µC/cm² for $L=4$ and 42.6 µC/cm² for $L=8$, with no sign of decay. In the weak material it falls from 7.6 to 2.6 µC/cm². That remainder is a finite-size fluctuation. For Gaussian $m$, $\langle|m|\rangle=\sqrt{2X/\pi N}$, and the sampled $X=2.23$ with $N=512$ gives 0.053, or 2.6 µC/cm². The sampled $X$ also respects the limit 3.14 from (2).

**What the model omits**

Quantum motion is a small correction here. I take a mode mass of 64 u (four oxygen atoms) and a displacement of 0.05 nm between $s=0$ and $s=1$, both rough. The curvature $8U_0$ at the well bottom then gives a vibrational quantum of 9.1 meV. Solving the one-cell mean-field problem with its kinetic energy lowers $T_{\rm MF}$ by 0.4% for the weak material and 0.1% for the strong one.

Depolarisation is not small. A polarisation wave varying along its own direction carries bound charge and a field $-P/(\varepsilon_0\varepsilon_\infty)$. Where the polarisation in such a wave reaches $P_0$, and with a rough electronic permittivity $\varepsilon_\infty=5$, the energy per cell is

$$\frac{P_0^2a^3}{2\varepsilon_0\varepsilon_\infty}=2.2\ \text{eV},$$

about 110 times the larger $J$. A uniform state between ideal short-circuited electrodes has no such field, so this interaction too is invisible in the uniform curve.

Its effect on $T_c$ can be sized by treating fluctuations as Gaussian. The thermally averaged curvature of the well is $12U_0\langle s^2\rangle-4U_0$. It vanishes at $\langle s^2\rangle=1/3$, where the uniform mode goes soft. If $K(\mathbf q)$ is the intercell stiffness of the mode with wavevector $\mathbf q$, equipartition gives $\langle s^2\rangle=k_BT\,\overline{1/K}$, with the bar an average over wavevectors. Hence

$$k_BT_c\approx\frac1{3\,\overline{1/K}} .$$

For the strong material with its short-range coupling alone, $K=2J\sum_\alpha(1-\cos q_\alpha)$, where $q_\alpha$ is the phase change per cell along axis $\alpha$, and the estimate is 306 K (309 K on the mesh of $64^3$ wavevectors used for the output). This is some 40% below the simulated value. For the weak material the same formula gives 77 K, less than half the simulated value, so the estimate serves only as an order of magnitude. For polarisation along $z$ I take the longitudinal depolarising stiffness as

$$\frac{P_0^2a^3}{\varepsilon_0\varepsilon_\infty}\,\frac{1-\cos q_z}{\sum_\alpha(1-\cos q_\alpha)} .$$

Adding it to $K$ raises the estimate to about 2100 K on a fine mesh (2174 K on the mesh used for the output), a factor of about seven between the two Gaussian estimates. The first of them is too low, so this factor probably overstates the effect: 2100 K is about four times the simulated 525 K. The form chosen for this stiffness at short wavelengths changes the result by some 10%, but two omissions matter far more. Screening by the other lattice modes is ignored: with a background permittivity of 10 or 25 in place of 5, the same estimate falls to about 1500 or 970 K. The rest of the dipole interaction, which depends on the crystal structure, is also left out, and it can have the opposite sign. For point dipoles on this simple cubic lattice with $\varepsilon_\infty=5$, the full lattice sum added to the short-range coupling gives $K=-150$ meV at $\mathbf q=(\pi,0,0)$ and $-248$ meV at $(\pi,\pi,0)$. An antipolar state then lies below the uniform one, and the estimate for a uniform transition no longer applies. With a permittivity of 25 the full sum keeps $K$ positive and gives about 650 K.

**Relation to hafnia capacitors**

The cell size and polarisation are round values in the rough range of ferroelectric hafnia. The barrier is illustrative: a hafnia cell of this size holds about four formula units, so 40 meV per cell is only about 10 meV per unit, which is low for that material. The couplings were chosen to display the effect. The temperatures above should not be read as predictions for that material. The dipole interaction, absent from the model, is large enough to change the transition temperature strongly. The rough estimates above fix neither the size nor the sign of the change, which depend on the screening and on the crystal structure. Real films also have strain, grains, imperfect electrodes and competing crystal phases, and heating can end the polar phase by a transformation to another structure, which a single double well cannot describe. Nor does a uniform-switching field of 1.6 MV/cm, similar in size to coercive fields of hafnia films, support the uniform picture: films can switch by nucleation and wall motion, which $U(s)$ does not contain.

**What the manuscript needs**

The claim of a common Curie temperature should be withdrawn or supported by further data. Within the present model one wall energy would suffice to find $J$, since $E_{\rm wall}$ rises with $J$ throughout and is close to $2J$ for $J\ll U_0$. A real crystal has direction-dependent and long-range couplings, so the authors need energies for several modulation directions and wavelengths, including the electrostatic part, followed by finite-temperature sampling of the resulting energy to obtain the free energy as a function of polarisation. A Landau coefficient fitted to that free energy may then be used at the temperatures where it was obtained. The existing curves remain useful for what they describe: the energy of a crystal whose cells all move together at zero temperature. The main numerical results are listed in the output below. The crossings for $L=6$ and 12, the fine-mesh estimates, the comparison of stiffness forms and permittivities, and the point-dipole lattice sums are not part of it.

## Table of computed values

```
cell edge = 0.50 nm; P0 = 50.0 uC/cm2
common barrier U0 = 40.0 meV per cell
barrier divided by kB = 464.2 K
common uniform-switching field = 1.579 MV/cm
weak: coupling J = 5.0 meV
weak: sharp wall = 10.00 meV per cell face
weak: relaxed wall = 9.69 meV per cell face
weak: relaxed wall = 6.21 mJ/m2
weak: <s^2>_0 at the bound = 0.6756
weak: kT at the bound = 20.267 meV
weak: upper bound on Tc = 235.2 K
weak: simulated Tc (L=4,8) = 188.0 K
weak: statistical error of Tc = 0.6 K
weak: Tc / upper bound = 0.799
weak: scan T (K) = [145.8 155.2 164.6 174.  183.4 192.9]
weak: Binder L=4 = [0.655 0.645 0.626 0.584 0.516 0.431]
weak: Binder L=8 = [0.665 0.664 0.66  0.65  0.58  0.362]
weak: mean |P| at 300 K, L=4 = 7.61 uC/cm2
weak: mean |P| at 300 K, L=8 = 2.62 uC/cm2
weak: quantum shift of mean-field Tc = -0.40 %
strong: coupling J = 20.0 meV
strong: sharp wall = 40.00 meV per cell face
strong: relaxed wall = 35.31 meV per cell face
strong: relaxed wall = 22.63 mJ/m2
strong: <s^2>_0 at the bound = 0.4838
strong: kT at the bound = 58.053 meV
strong: upper bound on Tc = 673.7 K
strong: simulated Tc (L=4,8) = 525.7 K
strong: statistical error of Tc = 3.6 K
strong: Tc / upper bound = 0.780
strong: scan T (K) = [417.7 444.6 471.6 498.5 525.5 552.4]
strong: Binder L=4 = [0.634 0.607 0.558 0.531 0.453 0.385]
strong: Binder L=8 = [0.663 0.659 0.651 0.599 0.455 0.249]
strong: mean |P| at 300 K, L=4 = 42.47 uC/cm2
strong: mean |P| at 300 K, L=8 = 42.60 uC/cm2
strong: quantum shift of mean-field Tc = -0.14 %
ratio of couplings = 4.00
ratio of simulated Tc = 2.80
J surely too weak to order at 300 K = 4.63 meV
weak, 300 K: correlation sum X, L=8 = 2.234
weak, 300 K: proved limit on X = 3.140
<s dH/ds>=kT: largest scan-average error = 0.47 %
<s dH/ds>=kT: largest standard error = 0.42 %
<s dH/ds>=kT: largest single-T error = 3.31 %
mode mass = 64 u; displacement = 0.05 nm
mode quantum at well bottom = 9.14 meV
electronic permittivity (rough) = 5.0
longitudinal depolarisation energy = 2.203 eV per cell
strong: Gaussian Tc, no depolarisation = 309 K
strong: Gaussian Tc, with depolarisation = 2174 K
```
